\section*{Does current sharing between parallel filaments minimize dissipation?}

\section{Question}

I am modelling a resistive memory cell in which two conducting filaments connect the same pair of electrodes. The total current $I$ is fixed by the external circuit. To find how it divides, I have been minimizing the total Joule heat over all divisions of $I$. For two ordinary resistors this gives the correct answer.

Now one filament is ohmic, $V_1=RI_1$, but the other heats up as it conducts, and near my working point its steady voltage is well described by $V_2=kI_2^2$. Can I still find the steady division by minimizing the dissipation? If not, is some other quantity minimized, and why did the method work for resistors?

\section{Answer}

No. With these two characteristics the steady division and the division of least dissipation differ at every $I>0$. The two filaments share their electrodes, so the steady division is fixed by equal voltages, and least dissipation is a different condition.

Throughout, $I=I_1+I_2>0$ is held fixed, and $V_1(I_1)$, $V_2(I_2)$ are steady characteristics, with self-heating included. For reversed current I continue your second law as $V_2=kI_2|I_2|$, so that the filament always absorbs power.

\subsection{The two divisions}

\textbf{Steady division.} Equal voltages require
\begin{equation}
R(I-I_2)=kI_2^2 \quad\Longrightarrow\quad kI_2^2+RI_2-RI=0 .
\end{equation}
If either current were reversed, the two voltages would have opposite signs, so both currents are positive and the positive root applies:
\begin{equation}
I_2^{\rm s}=\frac{-R+\sqrt{R^2+4kRI}}{2k}.
\end{equation}

\textbf{Least dissipation.} For $I_2\ge 0$ the total power is
\begin{equation}
P=V_1I_1+V_2I_2=R(I-I_2)^2+kI_2^3 ,
\end{equation}
with derivatives
\begin{equation}
\frac{dP}{dI_2}=-2R(I-I_2)+3kI_2^2,\qquad
\frac{d^2P}{dI_2^2}=2R+6kI_2>0 .
\end{equation}
Setting the first derivative to zero gives $3kI_2^2+2RI_2-2RI=0$, hence
\begin{equation}
I_2^{\rm m}=\frac{-R+\sqrt{R^2+6kRI}}{3k}.
\end{equation}
For $I_2<0$ the power is $R(I-I_2)^2+k|I_2|^3$, which falls as $I_2$ rises towards zero. The stationary point is therefore the global minimum. There $2V_1=3V_2$, so $V_1=\tfrac32V_2$, which two filaments with common electrodes cannot satisfy. Separate current sources could impose this division; a shared pair of electrodes cannot.

Take $R=5\,\mathrm{k\Omega}$, $k=50\,\mathrm{V/mA^2}$ and $I=0.2\,\mathrm{mA}$. In units of V, mA and $\mathrm{k\Omega}$,
\begin{align}
I_2^{\rm s}&=\frac{-5+\sqrt{25+200}}{100}=0.1000,\\
I_2^{\rm m}&=\frac{-5+\sqrt{25+300}}{150}=0.08685 .
\end{align}
The steady division is thus $100\,\mathrm{\mu A}$ in each filament at $0.5\,\mathrm{V}$, with $P=100\,\mathrm{\mu W}$. The least-dissipation division puts $113.15\,\mathrm{\mu A}$ in the ohmic filament and $86.85\,\mathrm{\mu A}$ in the other. The voltages would be $0.5657$ and $0.3772\,\mathrm{V}$, and the power $96.77\,\mathrm{\mu W}$, which is $3.23\,\%$ below the steady value.

\subsection{Why resistors hide the difference}

For general smooth characteristics, use $dI_1/dI_2=-1$ and define the local exponent $n_i=d\ln V_i/d\ln I_i$, so that $I_i\,dV_i/dI_i=n_iV_i$. Then
\begin{align}
\frac{dP}{dI_2}
&=V_2+I_2\frac{dV_2}{dI_2}-V_1-I_1\frac{dV_1}{dI_1}\nonumber\\
&=(1+n_2)V_2-(1+n_1)V_1 .
\end{align}
At the steady division $V_1=V_2=V$, and this becomes
\begin{equation}
\left.\frac{dP}{dI_2}\right|_{\rm s}=V(n_2-n_1).
\label{slope}
\end{equation}
For $V\neq0$ the dissipation is stationary there only if the two exponents agree. Two resistors have $n_1=n_2=1$, whatever their resistances, so your method worked.

Here $n_1=1$ and $n_2=2$, and the slope is $V=0.5\,\mathrm{V}$, or $0.5\,\mathrm{\mu W}$ per $\mathrm{\mu A}$. Moving a small current from the heated filament to the ohmic one lowers $P$ at that rate. The curvature at the steady point is $2R+6kI_2=10+30=40\,\mathrm{k\Omega}$. A parabola with this slope and curvature has its minimum lower by
\begin{equation}
\frac{V^2}{2(40\,\mathrm{k\Omega})}=\frac{0.25}{80}\,\mathrm{mW}\approx3.1\,\mathrm{\mu W},
\end{equation}
close to the full difference of $3.23\,\mathrm{\mu W}$.

\subsection{What the steady division does minimize}

Define the content
\begin{equation}
W=\int_0^{I_1}V_1(i)\,di+\int_0^{I_2}V_2(i)\,di .
\end{equation}
At fixed $I$,
\begin{equation}
\frac{dW}{dI_2}=V_2-V_1,\qquad
\frac{d^2W}{dI_2^2}=\frac{dV_1}{dI_1}+\frac{dV_2}{dI_2}.
\end{equation}
The first expression vanishes at equal voltages. If both characteristics rise, the second is positive and the steady division is the minimum of $W$. If one of them has a falling branch, this conclusion can fail.

Content has the unit of power, but it is not the heat produced per second. For a power law $V_i=c_iI_i^{n_i}$ the integral is $c_iI_i^{n_i+1}/(n_i+1)$, so the power in that channel is $P_i=(n_i+1)W_i$. In your case
\begin{equation}
P=2W_1+3W_2,\qquad W=W_1+W_2 .
\end{equation}
Dissipation gives the second filament more weight than content does, so its minimum lies at smaller $I_2$. If both channels have the same exponent $n>0$, then $P=(n+1)W$ and the two minima coincide.

For the example, the steady content is $W=25+16.67=41.67\,\mathrm{\mu W}$. At the division of least dissipation it is larger, $42.93\,\mathrm{\mu W}$.

The same conclusion holds for entropy production. If all the heat ends in surroundings at one temperature $T_{\rm a}$, the steady rate of entropy production is $P/T_{\rm a}$. At fixed $T_{\rm a}$ it has the same minimum as $P$, and that is not the steady division.

\subsection{How large the difference can be}

Let $y=I_2/I$ and $u=kI/R$. Then
\begin{equation}
\frac{P}{RI^2}=(1-y)^2+uy^3 ,
\end{equation}
so the fractional saving $s=1-P_{\rm m}/P_{\rm s}$ depends on $u$ alone. The steady condition is $uy^2=1-y$, which gives
\begin{equation}
\frac{P_{\rm s}}{RI^2}=(1-y)^2+y(1-y)=1-y .
\end{equation}

For small $u$, iterating $y=1-uy^2$ gives $y\approx1-u+2u^2$, so $P_{\rm s}/RI^2\approx u-2u^2$. At the minimum $1-y=\tfrac32uy^2\approx\tfrac32u$, and
\begin{equation}
\frac{P_{\rm m}}{RI^2}\approx\frac94u^2+u\left(1-\frac92u\right)=u-\frac94u^2 .
\end{equation}
Hence $s\approx u/4$.

For large $u$, the steady share is $y\approx u^{-1/2}$ and $P_{\rm s}/RI^2\approx1-u^{-1/2}$. At the minimum $uy^2\approx\tfrac23$, so to first order in $y$
\begin{equation}
\frac{P_{\rm m}}{RI^2}\approx1-2y+\frac23y
=1-\frac43\sqrt{\frac{2}{3u}}\approx1-\frac{1.089}{\sqrt u},
\end{equation}
and $s\approx0.089/\sqrt u$. The saving vanishes in both limits, where one filament carries nearly all the current. Its largest value, found numerically, is $3.43\,\%$ at $u=0.96$. The example has $u=2$ and lies near this maximum.

\subsection{Where a square law can come from}

Suppose filament 2 is metallic, with cold resistance $R_0$ and temperature coefficient $\alpha$, and loses heat through a conductance $G$:
\begin{equation}
R_2=R_0(1+\alpha\Delta T),\qquad G\Delta T=R_2I_2^2 .
\end{equation}
Eliminating $\Delta T$ gives $R_2=R_0+xR_2$ with $x=\alpha R_0I_2^2/G$. For $x<1$,
\begin{equation}
V_2=\frac{R_0I_2}{1-x}.
\end{equation}
Since $dx/d\ln I_2=2x$,
\begin{equation}
n_2=1+\frac{2x}{1-x}=\frac{1+x}{1-x}.
\end{equation}
The exponent is 2 at $x=1/3$. The square law is therefore a local description, tangent to the heated law at one current. As $x\to0$ the exponent tends to 1, and least dissipation again gives the correct division.

Put the tangent point at $100\,\mathrm{\mu A}$ and $0.5\,\mathrm{V}$, where $R_2=5\,\mathrm{k\Omega}$. Then $R_0=\tfrac23R_2=3.33\,\mathrm{k\Omega}$ and $\alpha\Delta T=0.5$. With $\alpha=10^{-3}\,\mathrm{K^{-1}}$ the rise is $500\,\mathrm{K}$, and $G=50\,\mathrm{\mu W}/500\,\mathrm{K}=0.1\,\mathrm{\mu W/K}$. I give filament 1 the same $G$. It warms equally, but stays ohmic because its temperature coefficient is taken as zero.

With the full heated law the steady division is unchanged, while the least-dissipation value of $I_2$ becomes $89.4\,\mathrm{\mu A}$ and the saving $2.5\,\%$. The slope (\ref{slope}) is the same, but the curvature is larger. Differentiating $dP_2/dI_2=(1+n_2)V_2$ gives
\begin{equation}
\frac{d^2P_2}{dI_2^2}=\frac{V_2}{I_2}\left[n_2(1+n_2)+\frac{dn_2}{d\ln I_2}\right],
\qquad \frac{dn_2}{d\ln I_2}=\frac{4x}{(1-x)^2}=3 .
\end{equation}
This is $5\times(6+3)=45\,\mathrm{k\Omega}$, against $30\,\mathrm{k\Omega}$ for the square law, so the minimum is closer and shallower.

The $3.43\,\%$ maximum belongs to the pure square law. It occurs at $I=96\,\mathrm{\mu A}$, where $I_2\approx60\,\mathrm{\mu A}$. At this value of $I_2$ the heated law has $x\approx0.12$ and $n_2\approx1.3$, so the square law no longer describes the filament. Nor is $3.43\,\%$ a bound for the heated law: at $I=400\,\mathrm{\mu A}$ it gives about $7\,\%$, though at a filament temperature near $2100\,\mathrm{K}$, where the linear resistance law cannot be trusted.

\subsection{Frozen resistances and warming}

If the resistances are held at their values of the moment, then $P=R(I-I_2)^2+R_2I_2^2$ and
\begin{equation}
\left.\frac{dP}{dI_2}\right|_{R_2}=2\left[R_2I_2-R(I-I_2)\right]=2(V_2-V_1).
\end{equation}
Now equal voltages do minimize $P$. This is a valid statement, but it presupposes the resistances, which depend on the division you are trying to find.

Suppose filament 2 starts cold and the current redistributes much faster than the temperature changes. At each moment
\begin{equation}
I_2=\frac{RI}{R+R_2},\qquad P=I^2\frac{RR_2}{R+R_2},\qquad
\frac{dP}{dR_2}=\frac{I^2R^2}{(R+R_2)^2}>0 .
\end{equation}
As the filament warms, $R_2$ rises from $3.33$ to $5\,\mathrm{k\Omega}$, $I_2$ falls from $120$ to $100\,\mathrm{\mu A}$, and $P$ rises from $80$ to $100\,\mathrm{\mu W}$. Each momentary division is the best one for the resistances of that moment, yet the dissipation grows. The initial $80\,\mathrm{\mu W}$ does not contradict the minimum found earlier, because the cold filament is not on its steady characteristic.

\subsection{Comparison with a real cell}

The voltage, current and resistance of the example are in the range of a hafnium-oxide cell in its low-resistance state near reset. Rough typical values are a few nanometres of oxide, some kilohms, several tenths of a volt and about $100\,\mathrm{\mu A}$. With $5\,\mathrm{nm}$ of oxide the field is $1\,\mathrm{MV/cm}$. A filament at $800\,\mathrm{K}$ is far hotter than one would want during a read. Two filaments of equal strength, one with zero temperature coefficient, are a choice made for the example. So is the metallic coefficient $\alpha=10^{-3}\,\mathrm{K^{-1}}$ of the other. A filament of radius $2.5\,\mathrm{nm}$ and length $5\,\mathrm{nm}$ with $R_0=3.33\,\mathrm{k\Omega}$ has a resistivity of about $1300\,\mathrm{\mu\Omega\,cm}$, and conductors that resistive usually have a small or negative coefficient. For a smaller positive $\alpha$ at the same $R_0$, $G$ and current, $n_2$ is closer to 1 and the difference between the two divisions shrinks; with $\alpha=10^{-4}\,\mathrm{K^{-1}}$ at the same total current the saving is only about $0.05\,\%$. A negative $\alpha$ gives $x<0$ and $n_2<1$, which reverses the sign of the slope (\ref{slope}). The percentages below therefore illustrate the model and do not predict the behaviour of a particular cell. Real neighbouring filaments also heat each other. If each receives an additional temperature rise equal to $0.2$ of what the other's power would produce in the other alone, the saving drops from $2.5$ to $1.5\,\%$. About two thirds of this drop arises because current moved into filament 1 also heats filament 2, which adds a cost to the move. The rest comes from the shifted working point: with the heat received from filament 1 held at its steady value, the saving is $2.2\,\%$.

Two other corrections, each applied separately to the full heated law at the same total current, are smaller. A coefficient of $10^{-4}\,\mathrm{K^{-1}}$ in filament 1 gives $2.1\,\%$. For ballistic contacts, a radius $a=2.5\,\mathrm{nm}$ and a rough Fermi wave number $k_{\rm F}=10\,\mathrm{nm^{-1}}$ give $(k_{\rm F}a/2)^2\approx156$ modes. The added resistance $h/(2e^2\times156)\approx83\,\Omega$ per filament leaves the saving near $2.5\,\%$. All three corrections together give $1.2\,\%$, with the hottest filament near $950\,\mathrm{K}$. In these cases the two divisions remain distinct, but the size of the difference depends on the thermal environment and on the temperature coefficients.

The filament must also keep its shape while the steady state is established. Heat spreads over $L=20\,\mathrm{nm}$ in roughly $L^2/D=0.8\,\mathrm{ns}$ for an assumed diffusivity $D=5\times10^{-7}\,\mathrm{m^2/s}$. For a rough ion barrier of $1.5\,\mathrm{eV}$, lowered by $0.03\,\mathrm{eV}$ by the field, and an attempt rate of $10^{13}\,\mathrm{s^{-1}}$, the mean hop time per ion is about $180\,\mathrm{\mu s}$ at $800\,\mathrm{K}$ and $6\,\mathrm{\mu s}$ at $954\,\mathrm{K}$. These times depend exponentially on the assumed barrier: with $1.0\,\mathrm{eV}$ they fall to about $130$ and $13\,\mathrm{ns}$, which leaves little room above the heat-spreading time. Among many ions some also hop much sooner than the mean. The steady description therefore suits pulses longer than nanoseconds but far shorter than the mean hop time, so that only a small fraction of the ions has moved. Leakage through the hot oxide, temperature profiles within a filament and a temperature-dependent $G$ are not included.

For your simulation, solve the equal-voltage condition together with the heat balances. If you prefer a minimization and each voltage depends only on its own current, with rising characteristics, minimize $W$. With mutual heating $V_2$ also depends on $I_1$, and the separate integrals that define $W$ no longer suffice. The numerical output below lists the values for each case.

\section*{Table of computed values}
\begin{verbatim}
R = 5.0 kohm, k = 50.0 V/mA^2, I = 200 uA
u = k I/R = 2.00
steady: I1 = 100.00 uA, I2 = 100.00 uA
steady: V = 0.5000 V, P = 100.00 uW
least P: I1 = 113.15 uA, I2 = 86.85 uA
least P: V1 = 0.5657 V, V2 = 0.3772 V
least P: P = 96.77 uW
saving = 3.23 uW = 3.23 % of steady P
slope dP/dI2 at steady split = 0.5000 V
content: steady 41.667 uW, least-P split 42.925 uW
largest saving = 3.43 % at u = 0.96, I = 96 uA
heated filament: alpha = 1.0e-03 1/K, ambient = 300 K
heated filament: x = 0.3333, n2 = 2.000
heated filament: R0 = 3.333 kohm, hot R2 = 5.000 kohm
heated filament: rise = 500 K, G = 0.100 uW/K
warming: cold I2 = 120.0 uA
warming: P from 80.00 to 100.00 uW
rough inputs: TCR1 = 1.0e-04 1/K, exchange = 0.20
rough inputs: length = 5.0 nm, radius = 2.5 nm
rough input: Fermi wave number = 10 1/nm
contact: 156 modes, 82.6 ohm
full heated law: steady I2 = 100.00 uA, least-P I2 = 89.36 uA
   saving = 2.52 %, hottest filament = 800 K
+ TCR of filament 1: steady I2 = 101.64 uA, least-P I2 = 92.58 uA
   saving = 2.06 %, hottest filament = 825 K
+ heat exchange: steady I2 = 96.58 uA, least-P I2 = 87.96 uA
   saving = 1.49 %, hottest filament = 935 K
+ contact resistance: steady I2 = 100.00 uA, least-P I2 = 89.45 uA
   saving = 2.46 %, hottest filament = 800 K
+ all three: steady I2 = 98.66 uA, least-P I2 = 91.41 uA
   saving = 1.18 %, hottest filament = 954 K
oxide field = 1.00 MV/cm
rough ion inputs: barrier = 1.50 eV, rate = 1e+13 1/s
rough ion inputs: hop = 0.30 nm, charge = 2 e
field lowering of barrier = 0.030 eV
hop time at 800 K = 182.2 us
hop time at 954 K = 5.87 us
rough heat inputs: distance = 20 nm, diffusivity = 5.0e-07 m^2/s
heat-spreading time = 0.80 ns
\end{verbatim}
